# The Coulomb coefficient 1.786 in the Brus nanocrystal-gap formula

## Two uniform clouds

Take an electron cloud of charge \(-e\) and a hole cloud of charge \(+e\), each spread uniformly through the same sphere of radius \(R\). The medium, inside and outside, has relative dielectric constant \(\varepsilon\). Write the mutual energy as

\[
U=-C\,\frac{e^2}{4\pi\varepsilon_0\varepsilon R},
\]

so that \(C\) is the average of \(R/|\mathbf r_1-\mathbf r_2|\). Put \(x=r/R\). A uniform cloud has a fraction \(x^3\) of its charge inside \(x\), so its field, in units of \(e/(4\pi\varepsilon_0\varepsilon R^2)\), is \(x^3/x^2=x\). Its potential, in units of \(e/(4\pi\varepsilon_0\varepsilon R)\), equals 1 at the surface and therefore

\[
\phi(x)=1+\int_x^1 s\,ds=\frac{3-x^2}{2}.
\]

Averaging this over the other cloud, whose radial density is \(3x^2\), gives

\[
C=\int_0^1 3x^2\,\frac{3-x^2}{2}\,dx=\frac32-\frac3{10}=\frac65 .
\]

The quantum ground state in a hard-walled sphere, derived below, is denser at the centre than a uniform ball, so the charges are closer together and \(C\) should be larger. The same electrostatics, applied to the quantum density, gives 1.786.

## The quantum clouds and the gap formula

Each carrier is described by an envelope function in one isotropic parabolic band, with mass \(m_e\) or \(m_h\). The potential is zero for \(r<R\) and infinite outside. Here \(R\) is the radius, not the diameter. Electron–hole exchange is neglected.

Angular momentum adds a positive centrifugal energy to the radial equation, so the ground state has \(l=0\). With \(\psi=u(r)/(\sqrt{4\pi}\,r)\),

\[
-\frac{\hbar^2}{2m}u''=Eu,\qquad u(0)=u(R)=0 .
\]

The first condition keeps \(\psi\) regular at the origin; the second is the hard wall. The lowest solution is \(u=\sqrt{2/R}\,\sin(\pi r/R)\), normalized because \(\int_0^R\sin^2(\pi r/R)\,dr=R/2\). Hence

\[
\psi(r)=\frac{\sin(\pi r/R)}{\sqrt{2\pi R}\;r},\qquad E=\frac{\hbar^2\pi^2}{2mR^2}.
\]

The mass enters the energy but not \(\psi\), so electron and hole have the same cloud. Its radial density in \(x\), and the fraction of charge inside \(x\), are

\[
p(x)=2\sin^2\pi x=1-\cos2\pi x,\qquad
Q(x)=\int_0^x p\,ds=x-\frac{\sin2\pi x}{2\pi}.
\]

Now add the attraction \(V=-A/r_{12}\), with \(A=e^2/(4\pi\varepsilon_0\varepsilon)\) and \(r_{12}=|\mathbf r_e-\mathbf r_h|\). Its average in the product state \(\Psi_0=\psi(r_e)\psi(r_h)\) is the first-order energy \(-CA/R\). Measured from the bulk valence-band edge, the gap is then

\[
E(R)=E_g+\frac{\hbar^2\pi^2}{2R^2}\left(\frac1{m_e}+\frac1{m_h}\right)
-C\frac{e^2}{4\pi\varepsilon_0\varepsilon R}. \tag{1}
\]

This is the Brus formula without its surface-polarization term. Since \(\Psi_0\) is also a permissible variational state, (1) is an upper bound on the lowest pair energy of this model Hamiltonian. It need not bound the gap of a real crystal.

## First derivation: one charge in the potential of the other

Fix the two scaled radii \(x\) and \(y\), and let \(v\) be the cosine of the angle between the position vectors. Both clouds are spherical, so \(v\) is uniformly distributed on \([-1,1]\):

\[
\left\langle\frac{R}{r_{12}}\right\rangle_v
=\frac12\int_{-1}^{1}\frac{dv}{\sqrt{x^2+y^2-2xyv}}
=\frac{(x+y)-|x-y|}{2xy}=\frac1{\max(x,y)} .
\]

This is the shell theorem. Therefore

\[
C=\int_0^1\!\!\int_0^1\frac{p(x)p(y)}{\max(x,y)}\,dx\,dy .
\]

The regions \(y<x\) and \(y>x\) contribute equally. In the first, the \(y\) integral is \(Q(x)\), so

\[
C=2\int_0^1\frac{p(x)Q(x)}{x}\,dx
=2\int_0^1(1-\cos2\pi x)\left(1-\frac{\sin2\pi x}{2\pi x}\right)dx .
\]

Multiply out. The integral of \(\cos2\pi x\) vanishes over a full period, which leaves

\[
C=2\left[1-\int_0^1\frac{\sin2\pi x}{2\pi x}\,dx
+\int_0^1\frac{\cos2\pi x\,\sin2\pi x}{2\pi x}\,dx\right].
\]

Define \(\mathrm{Si}(z)=\int_0^z(\sin t/t)\,dt\). The first integral is \(\mathrm{Si}(2\pi)/(2\pi)\). In the second, \(\cos a\sin a=\tfrac12\sin2a\) gives \(\mathrm{Si}(4\pi)/(4\pi)\). Thus

\[
\boxed{C=2-\frac{\mathrm{Si}(2\pi)}{\pi}+\frac{\mathrm{Si}(4\pi)}{2\pi}} \tag{2}
\]

With \(\mathrm{Si}(2\pi)=1.418152\) and \(\mathrm{Si}(4\pi)=1.492161\),

\[
C=2-0.451412+0.237485=1.786073 .
\]

The potential also brackets the answer. It falls outward, because \(\phi'=-Q/x^2<0\), from its central value to 1 at the wall. The central value is

\[
\phi(0)=\int_0^1\frac{1-\cos2\pi x}{x}\,dx=2.4377,
\]

and \(C\), an average of \(\phi\), must lie between 1 and 2.4377. As a test that does not use the angular integral, a million pairs of positions were sampled from the two clouds; the mean of \(R/r_{12}\) was \(1.7872\pm0.0013\), in agreement with (2).

## Second derivation: energy stored in the overlapping fields

The energy of an electric field in a linear medium is \(\tfrac12\varepsilon_0\varepsilon\int|\mathbf E|^2d^3r\). For \(\mathbf E=\mathbf E_e+\mathbf E_h\), the part that belongs to the interaction is the cross term

\[
U=\varepsilon_0\varepsilon\int\mathbf E_e\cdot\mathbf E_h\,d^3r .
\]

By Gauss's law the hole field is radial, with magnitude \(eQ/(4\pi\varepsilon_0\varepsilon r^2)\); the electron field is its negative. Hence

\[
U=-\varepsilon_0\varepsilon\int_0^\infty
\left(\frac{eQ}{4\pi\varepsilon_0\varepsilon r^2}\right)^2 4\pi r^2\,dr
=-\frac{e^2}{4\pi\varepsilon_0\varepsilon R}\int_0^\infty\frac{Q^2}{x^2}\,dx .
\]

Outside the sphere \(Q=1\), and \(\int_1^\infty dx/x^2=1\). So

\[
C=1+\int_0^1\left(1-\frac{\sin2\pi x}{2\pi x}\right)^2dx
=2-\frac{\mathrm{Si}(2\pi)}{\pi}+\int_0^1\frac{\sin^22\pi x}{(2\pi x)^2}\,dx .
\]

In the last integral set \(t=2\pi x\) and integrate by parts:

\[
\frac1{2\pi}\int_0^{2\pi}\frac{\sin^2t}{t^2}\,dt
=\frac1{2\pi}\left(\left[-\frac{\sin^2t}{t}\right]_0^{2\pi}
+\int_0^{2\pi}\frac{\sin2t}{t}\,dt\right)=\frac{\mathrm{Si}(4\pi)}{2\pi}.
\]

The boundary term vanishes at both ends, and (2) follows again. For the uniform ball the same method gives \(1+\int_0^1x^4dx=6/5\).

## What each derivation assumes

For any spherical density confined to \(x<1\) and regular at the centre, the two expressions are related by one integration by parts:

\[
\int_0^1\frac{Q^2}{x^2}\,dx=\left[-\frac{Q^2}{x}\right]_0^1+2\int_0^1\frac{pQ}{x}\,dx
=-1+2\int_0^1\frac{pQ}{x}\,dx .
\]

Both therefore start from the same charge densities and, to give (2), need the same uniform dielectric. They place that last assumption differently. The potential method puts it into the law \(-A/r_{12}\). That law is an operator acting on both coordinates, so it can also be used beyond first order, where the carriers correlate their motion. The field method uses mean fields and does not describe correlation, but it shows where the energy resides: 1 of the 1.786 units, or 56 %, comes from the space outside the crystal.

A nanocrystal is usually surrounded by a medium of lower dielectric constant. The uniform-dielectric assumption thus fails where more than half of the interaction energy is counted.

## The missing surface polarization

Let the inside and outside constants be \(\varepsilon\) and \(\varepsilon_{\rm out}\), with \(\kappa=\varepsilon/\varepsilon_{\rm out}\). For a charge \(q\) at radius \(s<R\), expand the potential in Legendre polynomials of the angle from the charge. For \(s<r<R\) and for \(r>R\), the coefficients of \(P_l\) are

\[
\frac{q}{4\pi\varepsilon_0\varepsilon}\left(\frac{s^l}{r^{l+1}}+\alpha_l\frac{r^ls^l}{R^{2l+1}}\right),
\qquad \frac{q}{4\pi\varepsilon_0}\,b_l\frac{s^l}{r^{l+1}} .
\]

Continuity of the potential at \(R\) requires \(b_l=(1+\alpha_l)/\varepsilon\). Continuity of the normal displacement requires

\[
-(l+1)+l\alpha_l=-(l+1)\varepsilon_{\rm out}b_l=-\frac{(l+1)(1+\alpha_l)}{\kappa},
\]

and hence

\[
\alpha_l=\frac{(\kappa-1)(l+1)}{\kappa l+l+1}.
\]

Each carrier interacts with the polarization it induces itself, with a factor \(\tfrac12\) because that polarization builds up with the charge. It also interacts, with opposite sign, with the polarization induced by its partner. The total, added to (1), is

\[
W=\frac{e^2}{4\pi\varepsilon_0\varepsilon R}\sum_{l=0}^{\infty}\alpha_l
\left[\frac{x_e^{2l}+x_h^{2l}}2-x_e^lx_h^lP_l(v)\right].
\]

For \(l=0\) the bracket is zero. For \(l\ge1\) the mutual term averages to zero over angle. What remains is

\[
\langle W\rangle=\frac{e^2}{4\pi\varepsilon_0\varepsilon R}\sum_{l=1}^{\infty}\alpha_l\langle x^{2l}\rangle. \tag{3}
\]

It is positive for \(\kappa>1\). The \(l=0\) cancellation has a simple meaning: the pair is neutral, so wherever the two carriers are, it has no monopole field outside the crystal. It would be inconsistent to correct the attraction for the outside medium and leave out the self-energies.

## When first order is enough

Let \(\mu\) be the reduced mass, \(a=\hbar^2/(\mu A)\) the exciton Bohr radius and \(\mathrm{Ry}^*=\hbar^2/(2\mu a^2)\). Then \(A=2a\,\mathrm{Ry}^*\), and (1) becomes

\[
E-E_g=\mathrm{Ry}^*\left[\pi^2\left(\frac aR\right)^2-2C\,\frac aR\right].
\]

The ratio of Coulomb to confinement energy is \(2CR/(\pi^2a)=0.36\,R/a\), which is small for \(R\ll a\). In the opposite limit (1) tends to \(E_g\), whereas a large crystal of the same model has the bound exciton at \(E_g-\mathrm{Ry}^*\). The lowest value (1) can reach is \(E_g-(C/\pi)^2\mathrm{Ry}^*=E_g-0.32\,\mathrm{Ry}^*\), at \(R=\pi^2a/C=5.5a\). It remains an upper bound there, but a poor one, because \(\Psi_0\) spreads each carrier through the whole crystal, wherever the other one is.

The second-order energy is

\[
E_2=-\sum_{n\ne0}\frac{|V_{n0}|^2}{E_n-E_0}.
\]

Matrix elements scale as \(1/R\) and denominators as \(1/R^2\), so \(E_2\) is independent of \(R\). Write it as \(-4S\,\mathrm{Ry}^*\). A bound on \(S\) follows from any real trial correction \(\chi=\sum_{n\neq0}c_n|n\rangle\). Completing the square in each \(c_n\) shows that

\[
E_2\le\sum_{n\ne0}\left[2c_nV_{n0}+c_n^2(E_n-E_0)\right]
=2\langle\chi|V-E_1|\Psi_0\rangle+\langle\chi|H_0-E_0|\chi\rangle,
\]

where \(E_1=\langle V\rangle\) and \(H_0\) is the kinetic energy with the walls. The right-hand form is unchanged if \(\chi\) contains some \(\Psi_0\). Choose \(\chi=-\lambda r_{12}\Psi_0\), which for \(\lambda>0\) reduces the amplitude at large separation. For \(\chi=f\Psi_0\), integration by parts, with \(\Psi_0=0\) at the walls, gives

\[
\langle\chi|H_0-E_0|\chi\rangle
=\left\langle\frac{\hbar^2}{2m_e}|\nabla_ef|^2+\frac{\hbar^2}{2m_h}|\nabla_hf|^2\right\rangle
=\frac{\hbar^2\lambda^2}{2\mu},
\]

since both gradients of \(r_{12}\) have unit length. The other term is \(-2\lambda A(CD-1)\), with \(D=\langle r_{12}\rangle/R\). Minimizing over \(\lambda\),

\[
E_2\le-\frac{2\mu A^2}{\hbar^2}(CD-1)^2=-4(CD-1)^2\,\mathrm{Ry}^* .
\]

Numerical integration gives \(D=0.69932\), so \(E_2\le-0.248\,\mathrm{Ry}^*\) for any mass ratio. A truncated sum over states for the masses used below gives about \(-0.31\,\mathrm{Ry}^*\), consistent with the bound.

## A nanocrystal of radius 2 nm

Take rough room-temperature parameters in the CdSe regime: \(E_g=1.7\) eV, \(m_e=0.13\,m_0\), \(m_h=0.45\,m_0\), \(\varepsilon=9\). With \(\hbar^2/2m_0=0.0381\) eV nm² and \(e^2/4\pi\varepsilon_0=1.440\) eV nm,

\[
E_e=\frac{0.0381\,\pi^2}{0.13\times2^2}=0.723\ \text{eV},\qquad
E_h=\frac{0.0381\,\pi^2}{0.45\times2^2}=0.209\ \text{eV},
\]

\[
U=-\frac{1.786\times1.440}{9\times2}=-0.143\ \text{eV}.
\]

The gap is \(1.7+0.723+0.209-0.143=2.489\) eV, or 498 nm. At \(R=4\) nm, with the other parameters fixed, the Coulomb term is half as large, \(-0.071\) eV, and the gap is 1.862 eV.

Here \(a=4.72\) nm, so \(R/a=0.42\), and \(\mathrm{Ry}^*=16.9\) meV. Correlation lowers the gap by about 5 meV in second order, and by 5.5 meV when all orders are kept. Surface polarization matters more: for \(\varepsilon_{\rm out}=2\) the sum in (3) is 0.524, which raises the gap by 0.042 eV and offsets 29 % of the Coulomb term.

**Finite barriers.** Let the barriers be 3 eV for both carriers, with mass \(m_0\) outside. The wave is \(\sin(kr)/r\) inside and proportional to \(e^{-qr}/r\) outside. Continuity of \(\psi\) and of \(\psi'/m\) gives

\[
kR\cot kR=1-\frac{m}{m_0}(1+qR).
\]

A hard wall corresponds to \(-\infty\) on the right. For the electron, \(qR\approx17\), but the factor 0.13 reduces the right side to \(-1.3\), and \(kR\) is 2.12 instead of \(\pi\). The levels become 0.330 and 0.163 eV, and the gap falls by 0.44 eV. The coefficient \(C\) also falls, to about 1.44, since both clouds spread outward, towards the wall and slightly beyond it; this raises the gap by 0.028 eV and is not included in the 0.44 eV. The shift depends strongly on the assumed outside mass: with the same barriers but each carrier keeping its inside mass outside, the levels fall by only 0.22 eV in total.

**Band structure.** In a two-band model, the electron energy \(\mathcal E\) above the band edge satisfies \(\mathcal E(\mathcal E+E_g)=E_gE_e\), where \(E_e\) is the parabolic energy at the same wavevector. At \(k=\pi/R\) this gives 0.547 eV, a shift of \(-0.18\) eV. For the hole, read \(0.45\,m_0\) as the mass whose inverse is the average of the heavy and light inverse masses. In the spherical four-band model this average governs an \(l=0\) envelope, so 0.209 eV is an upper bound on the hole level. Giving every component the heavy mass, roughly \(1.1\,m_0\), yields a lower bound of 0.085 eV. Valence-band mixing therefore shifts the level by between \(-0.12\) eV and zero. Solving the four-band model in the hard sphere with these masses gives 0.192 eV, close to the upper bound, a shift of about \(-0.02\) eV.

**Dielectric constant, size and temperature.** If the lattice does not follow the carriers, a constant near 6 is more suitable than 9, and the Coulomb energy becomes \(-0.214\) eV. A radius 5 % smaller raises the gap by 0.093 eV; one 5 % larger lowers it by 0.080 eV. Heating by 50 K, with a rough bulk slope of \(-0.4\) meV/K, lowers it by 20 meV. The next hole level lies 218 meV higher in the one-band model, against \(k_BT=26\) meV at 300 K. That spacing should not be used to estimate thermal occupation in a real crystal: valence-band mixing can reduce it to the order of \(k_BT\).

These shifts are separate estimates and cannot simply be added: a softer wall, for example, lowers \(k\) and with it the nonparabolic correction.

Real CdSe crystals of this size have a first absorption near 2.1 eV, as a rough figure, so (1) overestimates the gap by about 0.4 eV. For the barrier and outside mass chosen above, the hard wall is the assumption with the largest estimated effect: relaxing it alone moves the model to 2.05 eV with \(C\) held fixed, or 2.08 eV with \(C\) recomputed. If the mass is instead unchanged across the wall, the shift is only about 0.2 eV, comparable to the band-structure shifts. The closeness to the rough measured value is not a confirmation, because the barriers are rough and the other shifts have been left out. Replacing 1.786 by the rounded 1.8 changes this gap by about 1 meV. The digits of 1.786 are exact for hard walls and a uniform dielectric; in a real crystal, softer walls change the coefficient by much more than this rounding.

## Values computed for the example and the checks

```
Si(2 pi) = 1.418152
Si(4 pi) = 1.492161
C, closed form = 1.786073
C, radial quadrature = 1.786073
C, sampling = 1.7872 +/- 0.0013
cloud potential at centre (wall = 1) = 2.4377
C for two uniform balls = 1.2000
mean separation / R = 0.69932
inputs: R = 2.0 nm, Eg = 1.7 eV, eps = 9.0
inputs: me = 0.13 m0, mh = 0.45 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
e^2/(4 pi eps0) = 1.439965 eV nm
reduced mass = 0.10086 m0
electron confinement = 0.7231 eV
hole confinement = 0.2089 eV
Coulomb energy = -0.1429 eV
Brus gap = 2.4892 eV
gap wavelength = 498.1 nm
R = 1.5 nm: Coulomb -0.1905 eV, gap 3.1665 eV
R = 2.0 nm: Coulomb -0.1429 eV, gap 2.4892 eV
R = 3.0 nm: Coulomb -0.0953 eV, gap 2.0190 eV
R = 4.0 nm: Coulomb -0.0714 eV, gap 1.8616 eV
exciton Bohr radius = 4.722 nm; R/a = 0.424
exciton Rydberg = 16.94 meV
S, sum over states = 0.07645
S, lower bound from trial state = 0.06202
4 S = 0.3058; 4 S bound = 0.2481
correlation shift = -5.18 meV
outside dielectric constant = 2.0
polarization sum = 0.5244
polarization shift = +0.0420 eV
barriers: electron 3.0 eV, hole 3.0 eV
mass outside = 1.0 m0
finite-barrier electron level = 0.3301 eV
finite-barrier hole level = 0.1629 eV
finite-barrier shift = -0.4390 eV
nonparabolic electron level = 0.5471 eV
nonparabolicity shift = -0.1761 eV
heavy mass = 1.1 m0, light mass = 0.283 m0
hole level lower bound with mixing = 0.0855 eV
valence mixing shift: between -0.1234 and 0 eV
Coulomb energy with eps = 6.0: -0.2143 eV
shift from that eps = -0.0714 eV
gap change, R 5% smaller = +0.0932 eV
gap change, R 5% larger = -0.0798 eV
rough bulk gap slope = -0.4 meV/K
shift on heating by 50 K = -20 meV
kT at 300 K = 25.9 meV
hole 1s to 1p spacing = 218 meV
```
